# Tunnel splitting of an easy-axis spin in a transverse field

Q: A spin with an easy axis stores a bit as "up" or "down". You say that a weak field across the axis makes it tunnel between the two. Which model do you mean?

A: A single spin $S$ with dimensionless operators and the Hamiltonian

$$H=-DS_z^2-hS_x,\qquad D>0,\qquad h=g\mu_BB_x>0 .$$

The states $|m\rangle$ satisfy $S_z|m\rangle=m|m\rangle$. Without the field their energies are $-Dm^2$, so $|{-S}\rangle$ and $|S\rangle$ are degenerate ground states, separated by a barrier $DS^2$ if $S$ is an integer. I assume no field along $z$ and no other anisotropy. Energies will be in meV or neV, since atomic units are awkward at this scale.

Q: The field term is linear in $S_x$. Why doesn't it split the doublet in proportion to $h$?

A: Because $S_x=(S_++S_-)/2$ changes $m$ by one unit. For $S=1/2$ that is enough: the two states are coupled by $-h/2$, and the splitting is $h$. For larger $S$ there are states in between. Let me count along the chain with $N=2S$ and $k=m+S$, so that $k$ runs from $0$ to $N$. From $S_+|m\rangle=\sqrt{(S-m)(S+m+1)}\,|m+1\rangle$, the link between $k$ and $k+1$ is

$$v_k=-\frac h2\sqrt{(k+1)(N-k)} .$$

With $E_k=-D(k-S)^2$, the energy of an end state measured from state $k$ is

$$E_0-E_k=-DS^2+D(k-S)^2=D(k^2-Nk)=-Dk(N-k).$$

The doublet is joined by $N$ links through $N-1$ higher states.

Q: So you multiply the links and divide by the energies. But degenerate perturbation theory at order $N$ also has many correction terms. How do you know that none of them matters?

A: I eliminate the intermediate states without expanding. Take $S\ge1$. Let $a_0,a_N$ be the end amplitudes, $q$ the column of interior amplitudes, and $H_{QQ}$ the interior block of $H$. The interior rows of $H\psi=E\psi$ read

$$(E-H_{QQ})\,q=v_0a_0\,e_1+v_{N-1}a_N\,e_{N-1},$$

where $e_j$ is the unit column for interior state $j$. At $h=0$ the interior levels lie at least $D(N-1)$ above the doublet. For weak field and $E$ near $E_0$, the matrix on the left can therefore be inverted. Call its inverse $G(E)$. Putting $q$ into the two end rows gives

$$Ea_0=Aa_0+Ba_N,\qquad Ea_N=Ba_0+Aa_N,$$

$$A(E)=E_0+v_0^2G_{11},\qquad B(E)=v_0\,G_{1,N-1}\,v_{N-1}.$$

The same $A$ appears twice because the chain reads the same from either end: $E_k=E_{N-k}$ and $v_k=v_{N-1-k}$. Physically, a half turn about $x$ exchanges $m$ and $-m$ and leaves $H$ unchanged. The solutions are $a_N=\pm a_0$, with

$$E=A(E)\pm B(E).$$

Q: You have hidden the difficulty in $G_{1,N-1}$.

A: That corner element has a closed form. Put $M=E-H_{QQ}$, of size $n=N-1$, with off-diagonal entries $-v_k$. The cofactor rule gives

$$G_{1n}=\frac{(-1)^{n+1}\det M^{(n,1)}}{\det M},$$

where $M^{(n,1)}$ is $M$ without row $n$ and column $1$. Its diagonal holds the entries $M_{j,j+1}=-v_j$. Everything above that diagonal is zero, because $M$ has no second-neighbour entries. Its determinant is thus the product of its diagonal, $(-1)^{n-1}v_1\cdots v_{N-2}$. The two signs multiply to $(-1)^{2n}=1$. Including the end links,

$$B(E)=\frac{v_0v_1\cdots v_{N-1}}{\det(E-H_{QQ})} .$$

For $N=2$ there is one interior state and the formula reduces to $v_0v_1/(E-E_1)$. Every link appears once in the numerator, and the denominator stays finite as $h\to0$. Hence $B$ starts at order $h^N$. The terms you worried about enter through the $E$ and $h$ dependence of the denominator and through $A(E)$. They can change the result by a factor, which tends to one at weak field.

Q: Then give me the leading value, with its sign.

A: In the numerator, $\prod_{k=0}^{N-1}(k+1)=N!$ and $\prod_{k=0}^{N-1}(N-k)=N!$. The square root of their product is $N!$, so

$$\prod_{k=0}^{N-1}v_k=\left(-\frac h2\right)^N N! .$$

In the denominator set $E=E_0$ and drop the interior links:

$$\prod_{k=1}^{N-1}\left[-Dk(N-k)\right]=(-D)^{N-1}\left[(N-1)!\right]^2 .$$

The minus signs combine to $(-1)^{N-(N-1)}=-1$. Using $N!/[(N-1)!]^2=N^2/N!$,

$$B_0=-D\,\frac{N^2}{N!}\left(\frac h{2D}\right)^N .$$

Since $B_0<0$, the symmetric combination is the lower one. The two levels lie at $A\pm B$, so at leading order the splitting is $2|B_0|$:

$$\Delta_0=\frac{8DS^2}{(2S)!}\left(\frac h{2D}\right)^{2S}.$$

This is the field to the power $2S$. At $S=1/2$ the formula gives $2D\,(h/2D)=h$, in agreement with the direct answer.

Q: You subtracted $A+B$ from $A-B$ as if $A$ were one number. But $A$ depends on $E$, and the two levels have different $E$. For large $S$ the shift of $A$ is far larger than the splitting.

A: The common shift is indeed larger, but it cancels. Let $E_s$ and $E_a$ be the symmetric and antisymmetric levels, $\Delta=E_a-E_s$, and $\bar E$ their mean. Subtracting the two conditions gives

$$\Delta=A(E_a)-A(E_s)-B(E_a)-B(E_s).$$

Expanding about $\bar E$, the difference of $A$ is $A'(\bar E)\Delta$ plus a term in $\Delta^3$. The sum of $B$ is $2B(\bar E)$ plus a term in $\Delta^2B''$. Since $\Delta$ is of order $h^2$ or smaller for $S\ge1$, these extra terms are at most of relative order $h^4$. Therefore

$$\Delta\,[1-A'(\bar E)]=2|B(\bar E)|$$

up to that order. The slope $A'$ is itself of order $h^2$, so it doesn't affect the leading law.

Q: How weak must the field be? I want the first correction, not a remark that it is small.

A: It has three sources. First, $v_0^2=h^2N/4$ and $E_0-E_1=-D(N-1)$ give the common shift and the slope:

$$\varepsilon_2=\bar E-E_0=-\frac{h^2N}{4D(N-1)},\qquad A'=-\frac{h^2N}{4D^2(N-1)^2}.$$

Dividing by $1-A'$ multiplies the splitting by $1-h^2N/[4D^2(N-1)^2]$.

Second, the shift changes the diagonal product in the determinant by the factor

$$1+\varepsilon_2\sum_{k=1}^{N-1}\frac1{E_0-E_k}
=1-\frac{\varepsilon_2}{D}\sum_{k=1}^{N-1}\frac1{k(N-k)} .$$

Since $1/[k(N-k)]=[1/k+1/(N-k)]/N$, the sum is $2H_{N-1}/N$, where $H_j=1+\frac12+\dots+\frac1j$ and $H_0=0$. The factor is

$$1+\frac{h^2}{4D^2}\,\frac{2H_{N-1}}{N-1}.$$

Third, at second order in the interior links, the determinant exchanges one pair of neighbours at a time. This gives the factor

$$1-\sum_{k=1}^{N-2}\frac{v_k^2}{(E_0-E_k)(E_0-E_{k+1})}.$$

In each term, $(k+1)(N-k)$ cancels between numerator and denominator and leaves $(h^2/4D^2)/[k(N-1-k)]$. The same partial fractions give the sum $2H_{N-2}/(N-1)$, and the factor is

$$1-\frac{h^2}{4D^2}\,\frac{2H_{N-2}}{N-1}.$$

The determinant stands in the denominator of $B$, so the last two corrections enter with reversed signs. Because $H_{N-1}-H_{N-2}=1/(N-1)$, together they contribute $-(h^2/4D^2)\,2/(N-1)^2$. Adding the slope term,

$$\frac{\Delta}{\Delta_0}=1-\frac{h^2}{4D^2}\frac{N+2}{(N-1)^2}+\dots
=1-\frac{(S+1)h^2}{2(2S-1)^2D^2}+O\!\left(\frac{h^4}{D^4}\right).$$

This holds for $S\ge1$ at fixed $S$.

Q: Is there a case I can solve on paper?

A: Take $S=1$. The antisymmetric state $(|1\rangle-|{-1}\rangle)/\sqrt2$ isn't coupled to $|0\rangle$ and stays at $-D$. The symmetric one is coupled to $|0\rangle$ by $-h$, so its levels obey $E(E+D)=h^2$. The lower root is $-D/2-\sqrt{D^2/4+h^2}$, and

$$\Delta=\sqrt{\frac{D^2}4+h^2}-\frac D2=\frac{h^2}D-\frac{h^4}{D^3}+\dots$$

The general formula gives $\Delta_0=h^2/D$ and a correction coefficient $(1+1)/2=1$, as it should.

For other spins, direct diagonalization at $h/D=0.001$ and $0.002$ gives exponents 3.00000, 4.00000 and 10.00000 for $S=3/2$, 2 and 5. The measured correction coefficients are 0.31250, 0.16667 and 0.03704, which match $5/16$, $1/6$ and $1/27$ from the formula.

Q: Put in numbers for something like a memory element.

A: Consider a magnetic atom on a thin hBN layer over a metal, modelled by $S=2$, $g=2$ and $D=2.0$ meV, in a field $B_x=1.0$ T. These are round model values. They give $h=0.11577$ meV, $h/2D=0.0289$ and a barrier of 8.0 meV.

The four links have magnitudes 0.11577, 0.14179, 0.14179 and 0.11577 meV. The three intermediate states lie 6.0, 8.0 and 6.0 meV above the doublet. Thus

$$|B_0|=\frac{(0.11577)^2(0.14179)^2}{6.0\times8.0\times6.0}\ \text{meV}=0.936\ \text{neV},$$

and $\Delta_0=1.871$ neV. The correction $h^2/(6D^2)=5.6\times10^{-4}$ lowers this to 1.870 neV, the value found by diagonalization.

Q: What would the spin do if I prepared it in $|{-S}\rangle$?

A: Within the doublet, $|{-S}\rangle$ is an equal superposition of the symmetric and antisymmetric levels. Their relative phase grows as $\Delta t/\hbar$, so the probability of finding $|S\rangle$ is $\sin^2(\Delta t/2\hbar)$. Reversal is complete at

$$t=\frac{\pi\hbar}{\Delta}=1.106\ \mu\text{s}.$$

Evolving all five states to that time gives a probability of 0.9992. The small deficit has the expected size: the field mixes each end state with its neighbour with weight $w=(0.11577/6.0)^2=3.7\times10^{-4}$. The last digit depends on the exact instant. The admixed states add a very fast oscillation, and near this time the deficit swings between about $0$ and $4w$ around a mean of $2w$, so the probability lies between 0.9985 and 1.0000.

Q: How strongly can I control this with the field or with the choice of spin?

A: At fixed $S=2$ and $D$, doubling the field should multiply the splitting by $2^4=16$. From 1 to 2 T it rises from 1.870 to 29.87 neV, a factor of 15.97. From 4 to 8 T it rises from 475 to 7390 neV, a factor of 15.6. At 8 T the diagonalized splitting is 3.6% below $\Delta_0$, and the first correction accounts for nearly all of that.

With $D$ and $B_x=1$ T held fixed, adding one link changes the leading splitting by

$$\frac{\Delta_0(N+1)}{\Delta_0(N)}=\frac{N+1}{N^2}\,\frac h{2D}.$$

From $S=2$ to $S=5/2$ this is $(5/16)(0.0289)=0.0090$, and the splitting falls from 1.87 to 0.0169 neV. The barrier also changes in this comparison, from $4D$ to $6D$, since $D$ is what I hold fixed.

Q: A splitting of 2 neV is tiny. Surely a slight misalignment of the magnet ruins your resonance.

A: It does. A field component $B_z$ shifts the two end states in opposite directions and separates them by $\varepsilon=2Sg\mu_BB_z$. In the doublet, using Pauli matrices,

$$H_2=-\tfrac12(\Delta\sigma_x+\varepsilon\sigma_z).$$

The gap becomes $\Omega=\sqrt{\Delta^2+\varepsilon^2}$. The state vector on the Bloch sphere starts at a pole and precesses about an axis whose angle $\theta$ from the pole obeys $\sin\theta=\Delta/\Omega$. Its polar component is $\cos^2\theta+\sin^2\theta\cos(\Omega t/\hbar)$, so the probability of reversal is

$$P(t)=\frac{\Delta^2}{\Delta^2+\varepsilon^2}\sin^2\frac{\Omega t}{2\hbar}.$$

The bias equals the splitting at $B_z=4.0\ \mu$T, which for a 1 T field is a tilt of 4.0 microradians. A tilt of one degree gives a bias of about 8080 neV and, within the two-state model, limits the reversal probability to about $5\times10^{-8}$. At so low a level the small admixture of higher states in $|{-S}\rangle$, which this model leaves out, is no longer negligible: it can raise the probability to a few times $10^{-7}$.

Boron nuclei also carry magnetic moments. With a rough moment of 2.7 nuclear magnetons at a rough distance of 0.2 nm, the on-axis dipole field $\mu_0\mu/(2\pi r^3)$ of one nucleus is 0.34 mT. If that moment stayed fixed along the easy axis, the bias would be 158 neV and the greatest reversal probability in the two-state model $1.4\times10^{-4}$. This only shows the scale of the coupling: a real nucleus turns in the applied field and in the field of the atom, and I haven't calculated the joint motion of the two spins.

Q: And if the surface makes $x$ and $y$ unequal?

A: Then the power law itself can fail. Add $E_r(S_x^2-S_y^2)=\frac{E_r}2(S_+^2+S_-^2)$, which changes $m$ by two. For $S=2$ the chain $-2\to0\to2$ has two links $\frac{E_r}2\sqrt{24}$ and an intermediate state $4D$ higher. Its amplitude is $-6E_r^2/4D$, so at zero field

$$\Delta_r=\frac{3E_r^2}{D}.$$

With $E_r=0.020$ meV, one percent of $D$, this is 600 neV, over 300 times the field-induced splitting at 1 T. For half-odd-integer $S$, steps of two cannot join $-S$ to $S$, in agreement with Kramers degeneracy at zero field.

Q: Adding the 1 T field should then increase the 600 neV a little.

A: For this sign of $E_r$ it lowers it, to 491 neV. Mixed paths use one rhombic step and two field steps. With the rhombic step first or last, each amplitude is

$$\frac{(E_r\sqrt{24}/2)(h^2\sqrt{24}/4)}{(4D)(3D)}=\frac{E_rh^2}{4D^2}.$$

With the rhombic step in the middle, its link is $3E_r$, the two field links multiply to $h^2$, and the amplitude is $3E_rh^2/(3D)^2=E_rh^2/3D^2$. The sum, $5E_rh^2/6D^2$, is positive and opposes the negative rhombic amplitude. It lowers the splitting by $5E_rh^2/3D^2=112$ neV. The pure field path adds about 2 neV, which gives 490 neV, close to the diagonalized value.

Q: Could a symmetric site protect the fourth-power law?

A: A threefold axis forbids the rhombic term, because a rotation by 120 degrees changes the phase of $S_+^2$. It still permits a term proportional to $S_z(S_+^3+S_-^3)+(S_+^3+S_-^3)S_z$. For $S=2$ this joins $-2$ to $1$ and $-1$ to $2$, and doesn't connect the two ground states at zero field. Its elements are $-t$ for $-2\leftrightarrow1$ and $+t$ for $-1\leftrightarrow2$. With $t=0.020$ meV, the gap at 1 T is 1.93 neV instead of 1.87 neV, a change of 3%.

The protection is only partial, however. One threefold step and one field step already join the ground states, but the paths $-2\to1\to2$ and $-2\to-1\to2$ have amplitudes $-th/3D$ and $+th/3D$, which cancel. In the same way, every path with an odd number of threefold steps is cancelled by its mirror image traversed backwards, because the two threefold elements have opposite signs. An even number survives. The path $-2\to1\to0\to-1\to2$ has two threefold steps and two field steps. Its amplitude is $+t^2h^2/24D^3$, against $-h^4/24D^3$ for the pure field path. The loop $-2\to1\to0\to-1\to-2$ and its reverse shift one end by $-th^3/12D^3$, and the mirror loops shift the other end by the opposite amount, which gives a bias $th^3/6D^3$. Adding twice the net amplitude and the bias in quadrature gives, at leading order,

$$\frac{\sqrt{(h^4-t^2h^2)^2+4t^2h^6}}{12D^3}=\frac{h^2(h^2+t^2)}{12D^3}.$$

The relative change $t^2/h^2$ is 3% at 1 T but grows as the field falls. The gap doesn't show the whole effect: for this orientation the bias at 1 T is 0.65 neV, which limits the reversal probability to about 0.89. The fourth-power law therefore needs $h\gg t$, and here $h=t$ at about 0.17 T. The division into amplitude and bias is for one orientation of the term relative to the field. At leading order the gap itself is the same for every field direction in the plane.

Q: There is still a metal under the hBN. Don't its electrons watch the spin?

A: They do. Let the coupling be $J\,\mathbf S\cdot\mathbf s(0)$, with $\mathbf s(0)$ the electron spin density at the contact in a lattice normalization, and $\rho$ the density of states per spin. Fluctuations of $X=Js_z(0)$ randomize the phase between $m$ and $m'$ at the rate

$$\Gamma=\frac{(m-m')^2}{2\hbar^2}\int_{-\infty}^{\infty}\langle X(t)X(0)\rangle\,dt .$$

Each of the two electron spins contributes a factor $(J/2)^2$, and an electron must scatter from a filled to an empty state of equal energy. The integral is therefore

$$2\pi\hbar\cdot2\left(\frac J2\right)^2\rho^2\int f(1-f)\,dE=\pi\hbar(J\rho)^2k_BT,$$

because $f(1-f)=-k_BT\,df/dE$ for the Fermi function $f$. With $m-m'=2S$,

$$\hbar\Gamma=2\pi S^2(J\rho)^2k_BT .$$

For an assumed $J\rho=0.010$ at 1.0 K this is 217 neV, far above $\Delta$.

Q: Does that stop the tunnelling or only blur it?

A: At zero bias it replaces oscillation by slow relaxation. Let $z$ be the polar Bloch component, $y$ the transverse component that drives it, and $\omega=\Delta/\hbar$. With a suitable sign for $y$, $\dot z=\omega y$ and $\dot y=-\omega z-\Gamma y$, so

$$\ddot z+\Gamma\dot z+\omega^2z=0 .$$

There is oscillation for $\Gamma<2\omega$. Here $\Gamma$ is about $116\,\omega$, and the slow decay time is close to $\Gamma/\omega^2$. Since $1/\omega$ is the reversal time divided by $\pi$, or 0.352 $\mu$s, the decay takes about 41 $\mu$s. The dephasing energy would equal $\Delta$ at $J\rho=9.3\times10^{-4}$. A thicker spacer helps coherent oscillation insofar as it reduces $J\rho$. It doesn't help storage at zero bias while $\Gamma\gg2\omega$: the relaxation time $\Gamma/\omega^2$ then becomes shorter as $J\rho$ falls.

Q: So how much of this should I believe for a real atom on hBN?

A: An easy-axis energy of a few meV is a rough typical scale for magnetic adatoms, and 1 T and 1 K are ordinary laboratory conditions. The choice $S=2$, the perfect axis and the value of $J\rho$ are assumptions. Thermal excitation is not the weak point: the first excited pair lies 6.0 meV up, with a Boltzmann factor of $6\times10^{-31}$ at 1 K. For coherent reversal, zero bias is a delicate assumption, since a stray field of only 4 $\mu$T along the easy axis already detunes the doublet by $\Delta$. Weak dephasing is another: with the assumed $J\rho$ there is no oscillation even at zero bias. The 1.1 $\mu$s reversal is therefore the ideal model's time, not a prediction for a device. For storage, detuning is useful, but $\varepsilon\gg\Delta$ is enough only for an isolated doublet without dephasing. With the metal present, $\varepsilon$ must also be well above $\hbar\Gamma$, here 217 neV, to slow the relaxation much. The bias must also avoid values at which the stored state meets an excited state across the barrier. For $S=2$ the first such crossing, of $|{-2}\rangle$ with $|1\rangle$, lies near $g\mu_BB_z=D$, or about 17 T. Retention also depends on relaxation with energy exchange, which I haven't calculated. The numerical output below lists the values used here.

## Calculated quantities

```
Scaling test at h/D = 0.001 and 0.002
S=1.0: exponent 2.00000, correction coefficient 1.00000
S=1.5: exponent 3.00000, correction coefficient 0.31250
S=2.0: exponent 4.00000, correction coefficient 0.16667
S=5.0: exponent 10.00000, correction coefficient 0.03704
Example: S = 2, g = 2, D = 2.0 meV, Bx = 1.0 T
Zeeman energy h = 0.11577 meV; h/(2D) = 0.028942
Barrier D S^2 = 8.0 meV
Link strengths (meV): 0.11577 0.14179 0.14179 0.11577
Energy denominators (meV): 6.0 8.0 6.0
Tunnel amplitude |B| = 0.9355 neV
Leading splitting = 1.8710 neV
Diagonalized splitting = 1.8700 neV
Reversal time = 1.1058 microseconds
Transfer probability at that time = 0.99917
Field sweep, S = 2
0.5 T: diagonalized 0.11692 neV, ratio to leading 0.99986, predicted ratio 0.99986
1.0 T: diagonalized 1.87 neV, ratio to leading 0.99944, predicted ratio 0.99944
2.0 T: diagonalized 29.869 neV, ratio to leading 0.99777, predicted ratio 0.99777
4.0 T: diagonalized 474.7 neV, ratio to leading 0.99107, predicted ratio 0.99107
8.0 T: diagonalized 7389.9 neV, ratio to leading 0.96427, predicted ratio 0.96426
Spin comparison at same D and 1 T
S=1.0: splitting 6679 neV
S=1.5: splitting 145.3 neV
S=2.0: splitting 1.87 neV
S=2.5: splitting 0.01692 neV
S=3.0: splitting 0.0001175 neV
Neglected effects, S = 2 at 1 T
Longitudinal field giving bias = splitting: 4.038 uT
Tilt giving bias = splitting: 4.038 microrad
Bias from 1 degree tilt: 8081.7 neV
Boron inputs (rough): 2.7 nuclear magnetons, 0.2 nm
One boron nucleus: field 0.34 mT, bias 158 neV
Greatest transfer with that bias: 1.40e-04
Rhombic E = 0.020 meV: gap 600.0 neV at 0 T, 491.0 neV at 1 T
Threefold element 0.020 meV: gap 1.9257 neV at 1 T
Metal electrons: J rho = 0.010, T = 1.0 K, hbar*dephasing rate 216.6 neV
Same from scattering phases: 216.4 neV
J rho giving dephasing = splitting: 9.29e-04
First excitation 3D = 6.0 meV; Boltzmann factor 5.77e-31
```
